The Singlet Electron–Electron Cusp from Relative and Centre-of-Mass Coordinates

Two electrons at positions **r**1 and **r**2 move in an external potential, for instance that of a fixed nucleus, and repel each other. In hartree atomic units (ħ = 1, electron mass 1, elementary charge 1, 4πε0 = 1) the non-relativistic Hamiltonian is

H = −½∇1² − ½∇2² + V(**r**1, **r**2) + 1/r12, r12 = |**r**1 − **r**2|,

where V contains the external potential alone. The repulsion diverges when the electrons meet, yet an eigenfunction obeys Hψ = Eψ with a finite energy E at every separation, however small. The problem is to find what this demands of ψ near r12 = 0 when the electrons form a singlet, and which property of the pair sets the numbers that appear.

**(a) Give the two particles general masses m1 and m2. Rewrite their kinetic energy in terms of the relative position and the centre of mass, then specialize to two electrons.**

Let M = m1 + m2 and define

**r** = **r**1 − **r**2, **R** = (m1**r**1 + m2**r**2)/M.

When **r**1 changes at fixed **r**2, **R** changes by the fraction m1/M of the displacement and **r** changes by the whole of it. When **r**2 changes, the fraction is m2/M and **r** changes by minus the displacement. The chain rule therefore gives

∇1 = (m1/M)∇_R + ∇_r
∇2 = (m2/M)∇_R − ∇_r.

Squaring each operator and multiplying by −1/(2m1) or −1/(2m2):

−∇1²/(2m1) = −(m1/(2M²))∇_R² − (1/M)∇_R·∇_r − ∇_r²/(2m1)
−∇2²/(2m2) = −(m2/(2M²))∇_R² + (1/M)∇_R·∇_r − ∇_r²/(2m2).

In the sum the mixed terms cancel. The coefficients of ∇_R² add to −(m1 + m2)/(2M²) = −1/(2M), and those of ∇_r² add to −½(1/m1 + 1/m2). With the reduced mass μ defined by

1/μ = 1/m1 + 1/m2,

the kinetic energy is

T = −∇_R²/(2M) − ∇_r²/(2μ).

For two electrons m1 = m2 = 1, so M = 2, μ = 1/2 and

T = −¼∇_R² − ∇_r².

The relative term has coefficient 1, twice the ½ that belongs to a single electron. This separation concerns the kinetic energy. The potential V generally still couples **r** and **R**, so ψ need not be a product of a function of **r** and a function of **R**.

**(b) Write r = |r| and let r̂ be the unit vector along r. Near r = 0, at fixed R, suppose that**

ψ = ψ0(**R**) + r a(r̂, **R**) + remainder.

**Which terms of the Schrödinger equation can grow as 1/r, and what equation for a follows?**

The form of the expansion is an assumption about regularity. It allows ψ to have a kink at r = 0 but excludes an infinite value there. The remainder is taken to be smaller than r, with a Laplacian in **r** that grows more slowly than 1/r, and derivatives with respect to **R** are taken to stay bounded. The meeting point **R** is not on a nucleus, so V is finite near it.

Under these conditions Eψ, Vψ and −∇_R²ψ/(2M) all stay bounded as r → 0. What is left is the relative kinetic energy and the repulsion.

For the kinetic part, use the Laplacian in spherical coordinates,

∇_r² = ∂²/∂r² + (2/r)∂/∂r − L²/r²,

where L² acts on the direction r̂ and has eigenvalues l(l + 1), with l = 0, 1, 2, and so on. The constant ψ0(**R**) does not depend on **r** and gives zero. In the next term a does not depend on r, so

∂²(r a)/∂r² = 0
(2/r) ∂(r a)/∂r = 2a/r
−L²(r a)/r² = −(L²a)/r,

and together

∇_r²(r a) = (2 − L²)a / r.

The repulsion acting on ψ gives ψ0/r + a + remainder/r, of which the first term alone diverges.

Now multiply the Schrödinger equation by r and let r → 0 at a fixed direction. Every bounded term vanishes, as does the contribution of the remainder. What survives is

−(1/(2μ))(2 − L²)a + ψ0 = 0,

or

(2 − L²)a = 2μψ0.

The external potential and the energy have dropped out. They shape ψ0(**R**) and the higher terms, but they do not enter the relation between a and ψ0.

**(c) Solve this equation for a. Which part of a does it determine, and which part does it leave free?**

Expand a in spherical harmonics of the direction r̂ and compare the two sides for each l. The right-hand side does not depend on direction, so it has an l = 0 part and nothing else. Acting on a component of degree l, the operator 2 − L² multiplies it by 2 − l(l + 1).

- For l = 0 the factor is 2. Hence 2a = 2μψ0 for this component, which is therefore μψ0.
- For l = 1 the factor is 2 − 2 = 0. The equation reads 0 = 0 and leaves the component free.
- For l ≥ 2 the factor is −4 or more negative. It is not zero, so the component must vanish.

The functions with l = 1 are the linear combinations of x/r, y/r and z/r, which can be written as **w**·r̂ with a vector **w** that may depend on **R**. The solution is

a = μψ0 + **w**·r̂.

The two parts differ in kind. In ψ the free part appears as r(**w**·r̂) = **w**·**r**, a smooth linear function with an ordinary gradient at r = 0. Its Laplacian is zero, so it cannot help to cancel the repulsion, and this is why the equation says nothing about it. The part μψ0 r is proportional to |**r**|. Along any straight line through r = 0 its slope jumps from −μψ0 to +μψ0. This kink supplies the 1/r in the kinetic energy.

**(d) Use the singlet symmetry to remove the remaining freedom, and write the expansion of ψ for two electrons.**

The total wavefunction of two electrons changes sign when the electrons are exchanged. The singlet spin function changes sign by itself, so the spatial function must not:

ψ(**r**1, **r**2) = ψ(**r**2, **r**1).

For equal masses the exchange leaves **R** = (**r**1 + **r**2)/2 unchanged and turns **r** into −**r**. Thus ψ is even in **r** at fixed **R**. The distance r is even, but **w**·**r** is odd, so **w** = 0. With μ = 1/2,

a = ½ψ0(**R**),

and where ψ0(**R**) ≠ 0,

ψ = ψ0(**R**)[1 + r12/2 + …].

The dots stand for terms smaller than r12, which may depend on direction, on **R** and on the system. In the trap of part (f) they begin with a term in r12².

The slope is positive because the charges repel: ψ grows in magnitude as the electrons move apart from contact at fixed **R**. If one electron is held still instead, **R** moves too, and the change of ψ0(**R**) can add a linear term of its own. Squaring the bracket gives 1 + r12 + …, so to first order the probability density rises by the fraction r12, with r12 in bohr. At fixed **R** the density therefore has a local minimum at contact, but it is not zero there.

Two conditions limit the statement. If ψ0(**R**) = 0 at some **R**, the linear term vanishes there too and a relative slope has no meaning. If the electrons meet on a nucleus, V diverges at the same point and the sorting of terms in part (b) no longer holds.

**(e) Trace the factor 1/2 to its origin. Take a trial function that behaves as χ(R)(1 + c r) near r = 0, with χ smooth and not zero, and examine the local energy Hψ/ψ for an arbitrary slope c.**

For an eigenfunction the local energy equals E at every point where ψ ≠ 0. For the trial function, the result of part (b) with a = cχ and L²a = 0 gives ∇_r²(cχr) = 2cχ/r. The diverging part of Hψ/ψ is then

−(1/(2μ))(2c/r) + 1/r = (1 − c/μ)/r.

It vanishes for c = μ and for no other value.

The same sum can be read particle by particle. At fixed **r**2 the Laplacian of r12 with respect to **r**1 is 2/r12, and the same holds with the roles exchanged. Particle 1 contributes −c/(m1 r) to the local energy and particle 2 contributes −c/(m2 r). For two electrons these are equal:

−c/r − c/r + 1/r = (1 − 2c)/r.

Both electrons respond to the kink, each pays half of the kinetic energy that offsets the repulsion, and c = 1/2 suffices. If particle 2 were infinitely heavy, its term would be absent, μ would equal 1 and the slope would have to be 1. The value 1/2 is therefore the reduced mass of the pair in units of the electron mass, multiplied by the product of the two charges, which is 1 for two electrons. For charges q1 and q2 the interaction is q1q2/r and the same cancellation gives c = μq1q2, which is negative for an attracting pair.

Restoring the SI factors shows the dimension of the slope. The cancellation reads

−(ħ²/(2μ))(2c/r) + e²/(4πε0 r) = 0,

so

c = μe²/(4πε0ħ²) = (μ/m_e)/a0,

where a0 = 4πε0ħ²/(m_e e²) is the Bohr radius. With μ/m_e = 0.5 and a0 = 0.529177 Å,

c = 0.5/(0.529177 Å) = 0.9449 Å⁻¹.

**(f) Place the two electrons in a harmonic trap with V = ½ω²(r1² + r2²) and ω = 1/2. Find the local energy of**

ψ = (1 + c r12) exp[−(r1² + r2²)/4]

**for any c, and evaluate it for c = 0, 1/2 and 1. How far does the linear law reach in this trap?**

From **r**1 = **R** + **r**/2 and **r**2 = **R** − **r**/2 one finds r1² + r2² = 2R² + r²/2. Therefore

ψ = exp(−R²/2) · (1 + c r) exp(−r²/8)
V = (1/8)(2R² + r²/2) = R²/4 + r²/16.

Here the potential does separate, and the two motions can be treated in turn.

For the centre of mass, ∇_R² exp(−R²/2) = (R² − 3) exp(−R²/2), so its share of the local energy is

−¼(R² − 3) + R²/4 = 3/4.

For the relative motion write p = 1 + c r and g = exp(−r²/8). Then g′ = −(r/4)g and ∇_r²g = (r²/16 − 3/4)g, while p′ = c and ∇_r²p = 2c/r. The product rule ∇²(pg) = g∇²p + 2p′g′ + p∇²g gives

∇_r²(pg) = g[2c/r − c r/2 + (r²/16 − 3/4)p].

Apply −∇_r² + r²/16 + 1/r and divide by pg. The terms in r²/16 cancel, leaving

3/4 + 1/r + (c r/2 − 2c/r)/(1 + c r).

Adding the centre-of-mass part:

E_loc = 3/2 + 1/r + (c r/2 − 2c/r)/(1 + c r).

For c = 1/2 the second and third terms combine over the common denominator 1 + r/2:

[1/r + 1/2 + r/4 − 1/r]/(1 + r/2) = ½(1 + r/2)/(1 + r/2) = 1/2.

The local energy is then 3/2 + 1/2 = 2 hartree at every separation, and ψ is an eigenfunction.

For c = 0 the formula gives 3/2 + 1/r, which is 11.5 hartree at r = 0.1 bohr and 1001.5 hartree at 0.001 bohr. For c = 1 and r = 0.1 bohr it gives

1.5 + 10 + (0.05 − 20)/1.1 = −6.636 hartree,

and at 0.001 bohr the value is −996.50 hartree. Without a kink the repulsion is left uncompensated. With the slope that would suit an infinitely heavy partner, the kinetic term overshoots by as much as the repulsion itself. Finite differences in the original six coordinates, which make no use of **r** and **R** as variables, give the same values.

To see what the linear law omits, expand the eigenfunction at fixed **R**:

ψ/ψ0 = (1 + r/2) exp(−r²/8) = 1 + r/2 − r²/8 − r³/16 + …

At r = 0.1 bohr the computed ratio is 1.0487 and the linear law gives 1.0500, too large by exp(0.00125) − 1 = 0.125% of the computed ratio. At 0.4 bohr the values are 1.1762 and 1.2000, a difference of 2.0%. The coefficient −1/8 belongs to this trap; the coefficient 1/2 does not.

That last point can be examined by solving the radial equation on a grid, without supplying the slope. For two electrons at ω = 0.25, 0.50 and 2.00 the energy of relative motion changes from 0.7143 to 1.2500 to 4.0579 hartree, while the slope at contact remains 0.5000 per bohr. Changing the masses does change it. For unequal masses take the trap V = ½ω²(m1r1² + m2r2²) with ω = 0.5. Inserting **r**1 = **R** + (m2/M)**r** and **r**2 = **R** − (m1/M)**r**, the cross terms cancel and V = ½Mω²R² + ½μω²r², so the relative motion again separates. Masses 1 and 3 have μ = 3/4 and give 0.7500; masses 1 and 999 have μ = 0.999 and give 0.9990, close to the heavy-partner limit. These are ground states of the relative motion and do not depend on direction, so **w** = 0 for the unequal masses as well.

**(g) In helium the external potential does not separate. Explain how the slope can be read from a variational wavefunction in which it has not been imposed, and judge the result.**

Take the nucleus as fixed and expand the singlet ground state as

ψ = exp[−α(r1 + r2)] Σ C(l,m,n) (r1 + r2)^l (r1 − r2)^(2m) r12^n,

with α = 2 per bohr and l + 2m + n up to a chosen limit. Here l is merely an exponent. The coefficients C follow from minimizing the energy, and nothing ties those with n = 1 to those with n = 0.

Let the electrons approach each other at a point **R** away from the nucleus. To first order in r,

r1 = R + (**R**·**r**)/(2R), r2 = R − (**R**·**r**)/(2R),

so r1 + r2 = 2R up to second order in r. By the triangle inequality |r1 − r2| ≤ r12, and terms with m ≥ 1 are also of second order or higher. The value at contact thus comes from the terms with m = n = 0, and the linear term in r12 from those with m = 0, n = 1. The relative slope at distance R from the nucleus is

c(R) = Σ C(l,0,1)(2R)^l / Σ C(l,0,0)(2R)^l.

An average over all meeting points, weighted with the probability density of contact, is

c_av = ∫ c(R) ψ0(R)² R² dR / ∫ ψ0(R)² R² dR.

The computed values are:

- 7 functions: energy −2.902966 hartree, c_av = 0.400 per bohr
- 22 functions: −2.903714 hartree, 0.467 per bohr
- 50 functions: −2.903723 hartree, 0.484 per bohr
- 95 functions: −2.903724 hartree, 0.491 per bohr

From 7 functions upward the average slope rises towards 1/2 as the basis grows, reaching 0.498 with 372 functions. These numbers describe the basis, and they depend on α: for α between 1.7 and 2.3, c_av runs from 0.374 to 0.404 with 7 functions and from 0.486 to 0.494 with 95, and the 7-function energy varies between −2.9034 and −2.8982 hartree. With 95 functions it is still lower by (0.5 − 0.4914)/0.5 = 1.7%. The deviation belongs to the finite basis, since the derivation fixes the slope of the true eigenfunction at every contact point away from the nucleus.

Locally, the largest basis gives 0.4920 per bohr at R = 0.3 bohr, 0.4995 at 0.6 bohr and 0.4997 at 1.0 bohr. The average, 0.4914, lies below all three, so there must be other distances at which this wavefunction has a smaller slope. They lie close to the nucleus: the same basis gives 0.470 at R = 0.1 bohr, while from 1 to 3 bohr it stays within 0.001 of 1/2. The local values are not converged in the digits shown; with 372 functions the three become 0.4990, 0.4999 and 0.5000.

A small error in the energy does not guarantee an accurate cusp. The smallest basis misses the energy of the largest by 0.00076 hartree, about 0.03% of the total, while its average slope is 20% below 1/2. All these energies omit nuclear motion and relativity, and each comes from a finite basis. The numerical check contains the calculation for α = 2 up to 95 functions.

Computed values

```
Factor 2-l(l+1) from the Laplacian, l=0..4: 2 0 -4 -10 -18
Two electrons in a trap, frequency 0.5 hartree/hbar
Local energy (hartree) at r12 = 0.1, 0.01, 0.001 bohr
  slope 0.0 /bohr: 11.5000 101.5000 1001.5000
  slope 0.5 /bohr: 2.0000 2.0000 2.0000
  slope 1.0 /bohr: -6.6364 -96.5149 -996.5015
Masses 1 and 3 m_e, trap 0.75, slope 0.75: energy 3.0000 hartree
Radial diagonalization: masses (m_e), trap frequency (a.u.),
  reduced mass (m_e), relative energy (hartree), slope (1/bohr)
  1 1  0.25  0.5000  0.7143  0.5000
  1 1  0.50  0.5000  1.2500  0.5000
  1 1  2.00  0.5000  4.0579  0.5000
  1 3  0.50  0.7500  1.3485  0.7500
  1 999  0.50  0.9990  1.4282  0.9990
Trap 0.5, electrons: r12 (bohr), psi/psi0, 1+r12/2, remainder/r12^2
  0.1  1.04869  1.05000  -0.1312
  0.2  1.09451  1.10000  -0.1372
  0.4  1.17624  1.20000  -0.1485
Helium, fixed nucleus, exponent alpha = 2.0 /bohr
  basis functions, energy (hartree), averaged slope (1/bohr)
    7  -2.902966  0.4001
   22  -2.903714  0.4671
   50  -2.903723  0.4844
   95  -2.903724  0.4914
Helium, largest basis: distance from nucleus (bohr), slope (1/bohr)
  0.3  0.4920
  0.6  0.4995
  1.0  0.4997
Reduced mass of the electron pair: 0.5000 m_e
Bohr radius: 0.529177 angstrom
Cusp slope: 0.5000 /bohr = 0.9449 /angstrom
```
